# Fermi-Level Dependence of a Triply Negative Vacancy Density at 1300 K

## Problem

A semiconductor layer grows at $T=1300$ K, and its vacancies are in equilibrium with the crystal and the vapour. It is claimed that raising the Fermi level by $\delta=0.10$ eV multiplies the density of triply negative vacancies by about 14.6.

(a) Derive the factor, state what must be held fixed, and verify the number.

(b) Find the densities before and after the shift for the model below. By how much does the vacancy density summed over all charge states grow?

(c) Find the donor density needed in each case, and the share of it compensated by the vacancies.

(d) Estimate how far the Coulomb interaction between the charges changes the factor.

Energies are measured from the valence-band edge at 1300 K. The model has a gap of 2.80 eV, an electron mass of 0.2 and a hole mass of 1.5 free-electron masses, a relative permittivity of 9.0, and $N_s=4.4\times10^{22}$ cm$^{-3}$ sites that can become vacant. The neutral vacancy costs $E_0=4.95$ eV. Its acceptor levels are $\varepsilon_1=0.7$, $\varepsilon_2=1.2$ and $\varepsilon_3=1.7$ eV, where $\varepsilon_j$ is the Fermi level at which the vacancy with $j$ captured electrons costs as much as that with $j-1$. The Fermi level $E_F$ moves from 2.15 to 2.25 eV. Donors are singly charged and fully ionised.

## Hints

1. A vacancy of charge $-3e$ holds three electrons that the bands have lost. What does the free energy of the band electrons do when three of them leave?
2. Treat each site as a small system that is either filled or vacant in one of four charge states. Write the probabilities, then take a ratio at two Fermi levels. Most quantities cancel.
3. For (c), equate positive and negative charge, counting each vacancy with its charge number.
4. For (d), a charged vacancy gathers a cloud of opposite charge, which lowers its energy. The cloud is tighter when there are more charges.

## Solution

### (a) The factor

**Electron exchange.** Let the crystal contain $N$ electrons in its bands, with partition function $Z(N)$ and free energy $F(N)=-kT\ln Z(N)$. Consider one site. If it is filled, all $N$ electrons are in the bands. If it carries a vacancy with three captured electrons, $N-3$ remain there. Let $B_3$ be the energy of creating this vacancy, including the transfer of the removed atom to its reservoir and the energy of the three electrons on the defect, but not the energy given up by the bands. The probability ratio is

$$\frac{P(V^{3-})}{P(\text{filled})}=e^{-B_3/kT}\,\frac{Z(N-3)}{Z(N)}
=e^{-B_3/kT}\,e^{[F(N)-F(N-3)]/kT}.$$

For a large reservoir, removing three electrons hardly changes the Fermi level. Since $E_F=\partial F/\partial N$, we have $F(N)-F(N-3)=3E_F$, and

$$\frac{P(V^{3-})}{P(\text{filled})}=e^{-(B_3-3E_F)/kT}.$$

The sign is now traced: a high Fermi level means that the bands give up expensive electrons, so a negative vacancy becomes cheaper. Nothing here required the electron gas to be dilute.

**Formation energies.** By the definition of the levels, capturing the $j$-th electron changes the formation energy by $\varepsilon_j-E_F$, which vanishes at $E_F=\varepsilon_j$. Adding the captures gives

$$E_j(E_F)=E_0+\sum_{i=1}^{j}\varepsilon_i-jE_F ,\qquad j=0,1,2,3.$$

Thus $B_3=E_0+\varepsilon_1+\varepsilon_2+\varepsilon_3$ and $dE_3/dE_F=-3$.

**Site statistics.** Let $g_j$ be the number of internal states of equal energy in charge state $j$. Relative to a filled site, that charge state has weight

$$w_j=g_j\,e^{-E_j/kT},\qquad W=\sum_{j=0}^{3}w_j .$$

The filled site has weight 1, so the probabilities sum to one if each weight is divided by $1+W$. For non-interacting vacancies the density is therefore

$$[V_j]=N_s\frac{w_j}{1+W}.$$

Now raise $E_F$ by $\delta$ at fixed temperature, fixed atomic chemical potentials and fixed $E_0$, $\varepsilon_i$ and $g_j$. The weight $w_3$ gains a factor $e^{3\delta/kT}$, so

$$\frac{[V_3]_{\rm after}}{[V_3]_{\rm before}}
=e^{3\delta/kT}\,\frac{1+W_{\rm before}}{1+W_{\rm after}} .$$

If vacancies are rare, both $W$ are much smaller than 1 and the last quotient tends to 1. The formation energy, the site density and $g_3$ have cancelled. A vibrational entropy of formation would cancel too, because it enters both densities as the same factor.

**The number.** At 1300 K, $kT=0.11203$ eV. Hence

$$\frac{3\delta}{kT}=\frac{0.30}{0.11203}=2.678,\qquad e^{2.678}=14.56 .$$

The claim is correct for this charge state under the stated conditions. Equivalently, each captured electron contributes a factor $x=e^{\delta/kT}=2.4416$, and $x^3=14.56$.

**When sites are not scarce in vacancies.** The quotient can be seen at work on a lattice of 20 sites with all formation energies lowered by 1.7 eV. Summing over every arrangement gives a triply negative fraction of 0.0274 before the shift and 0.2899 after it, a factor of 10.6. The filled fraction is $1/(1+W)$, so the quotient equals the filled fraction after the shift divided by that before it. Neglecting the other charge states, this is $0.7101/0.9726=0.730$, and $14.56\times0.730=10.6$. The shortfall is thus the loss of filled sites. In the dilute model of this problem it is only about $10^{-7}$ of the factor.

### (b) Densities in the model

The sum of the acceptor levels is $0.7+1.2+1.7=3.6$ eV, so

$$E_3=4.95+3.60-3E_F=
\begin{cases}
8.55-6.45=2.10\ \text{eV} & \text{before},\\
8.55-6.75=1.80\ \text{eV} & \text{after}.
\end{cases}$$

With $g_3=1$ and $W\ll1$,

$$[V_3]_{\rm before}=4.4\times10^{22}\,e^{-2.10/0.11203}=3.18\times10^{14}\ \text{cm}^{-3},$$

$$[V_3]_{\rm after}=4.4\times10^{22}\,e^{-1.80/0.11203}=4.63\times10^{15}\ \text{cm}^{-3}.$$

The next charge state has $E_2=4.95+1.90-2E_F$, which is 2.55 eV before and 2.35 eV after. With $g_2=1$ its density rises from $5.72\times10^{12}$ to $3.41\times10^{13}$ cm$^{-3}$, a factor $x^2=5.96$.

The total therefore cannot grow by the full $x^3$. In the dilute limit, its factor is an average of the individual factors, weighted by the populations before the shift:

$$\frac{\sum_j[V_j]_{\rm after}}{\sum_j[V_j]_{\rm before}}
=\frac{\sum_j x^j[V_j]_{\rm before}}{\sum_j[V_j]_{\rm before}} .$$

It is 14.4 for unit degeneracies. The lower charge states may have more internal states. As an alternative, suppose that the vacancy has six one-electron states of equal energy, all full in the triply negative state. Then $3-j$ holes can be placed in $\binom{6}{3-j}$ ways, which gives $g_3=1$, $g_2=6$, $g_1=15$ and $g_0=20$. The total factor falls to 13.7. Splittings within the shell would change these counts. The factor for the triply negative state alone remains 14.56.

### (c) Electrons, donors and compensation

The electron density follows from the parabolic band, with $m$ the electron mass and $E_c$ the conduction-band edge:

$$n=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
\int_{E_c}^{\infty}\frac{\sqrt{E-E_c}}{1+e^{(E-E_F)/kT}}\,dE .$$

If $E_c-E_F\gg kT$, the 1 in the denominator may be dropped. Put $E-E_c=kT\,t$ and use $\int_0^\infty\sqrt t\,e^{-t}dt=\sqrt\pi/2$:

$$n\simeq\frac{1}{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}\frac{\sqrt\pi}{2}\,e^{-(E_c-E_F)/kT}
=N_c\,e^{-(E_c-E_F)/kT},$$

$$N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}=2.025\times10^{19}\ \text{cm}^{-3}.$$

The Fermi level lies 0.65 eV below the conduction edge before the shift and 0.55 eV below it after. The full integral gives $n=6.11\times10^{16}$ and $1.49\times10^{17}$ cm$^{-3}$. The simple exponential is only 0.26 % above the full integral after the shift.

In this regime $e^{E_F/kT}\propto n$, hence $[V_3]\propto n^3$. The electron ratio is 2.438 and its cube 14.49, slightly below 14.56 because the gas is not perfectly dilute.

Charge neutrality reads

$$N_D+p=n+\sum_{j=1}^{3}j\,[V_j].$$

The hole density $p$ is about $10^{12}$ cm$^{-3}$ and can be ignored, as can the $j=1,2$ terms at this accuracy. Then

$$N_D^{\rm before}\simeq6.11\times10^{16}+3(3.18\times10^{14})=6.21\times10^{16}\ \text{cm}^{-3},$$

$$N_D^{\rm after}\simeq1.489\times10^{17}+3(4.63\times10^{15})=1.63\times10^{17}\ \text{cm}^{-3}.$$

The share $3[V_3]/N_D$ rises from 1.5 % to 8.5 %. The donor density must grow by a factor of 2.625, more than the electron density does. Of the $1.01\times10^{17}$ cm$^{-3}$ added donors, the vacancies compensate $3(4.63-0.32)\times10^{15}=1.29\times10^{16}$ cm$^{-3}$, or 13 %. The marginal loss exceeds the average loss because the vacancy density rises faster than the doping.

### (d) Interaction between charges

Let the vacancy carry charge $-ze$ in a medium of permittivity $\epsilon$. Mobile charges with charge numbers $z_i$ and densities $c_i$ respond to its potential $\phi$ by Boltzmann factors. Far from the vacancy the crystal is neutral, so the terms independent of $\phi$ cancel. To first order in $\phi$, the net charge density is then $-\phi\,e^2\sum_i z_i^2c_i/kT$, and Poisson's equation becomes

$$\nabla^2\phi=\frac{\phi}{L^2},\qquad
\frac1{L^2}=\frac{e^2}{\epsilon kT}\sum_i z_i^2c_i .$$

The solution that decays at large distance and has the right point charge at the origin is

$$\phi(r)=-\frac{ze}{4\pi\epsilon r}\,e^{-r/L}.$$

Subtract the vacancy's own potential $-ze/(4\pi\epsilon r)$ to isolate the cloud. As $r\to0$, $e^{-r/L}-1\to-r/L$, so the cloud's potential at the vacancy is $+ze/(4\pi\epsilon L)$. Build up the charge from $z'=0$ to $z$ in steps $-e\,dz'$:

$$\Delta E=\int_0^z\frac{z'e}{4\pi\epsilon L}\,(-e\,dz')=-\frac{z^2e^2}{8\pi\epsilon L}.$$

If electrons, donors and vacancies all take part, $L$ falls from 21.0 to 12.6 nm. For $z=3$ the energy lowering grows from 0.0342 to 0.0574 eV. The factor becomes

$$14.56\,\exp\!\left(\frac{0.0574-0.0342}{0.11203}\right)=14.56\times1.23=17.9 .$$

With screening by electrons alone it is 16.4. These are estimates, not bounds. The densities were not recalculated with the lowered energies, and shifts of the band edges caused by the carriers were left out. If the same screening energy is applied to electrons, holes and vacancies and the densities are iterated at Fermi levels measured from the unshifted edges, the factor 17.9 becomes 18.5, and the compensated shares of (c) become 2.0 % and 13 %. The linear theory also fails close to the vacancy: the unscreened attraction of a single positive charge reaches $kT$ at 4.28 nm, which is not very small beside $L$. For electrons alone, which are depleted near the vacancy, the full Boltzmann factor lowers 16.4 to 16.1. For mobile donors, which are attracted, it works the other way: the nonlinear part from lattice sites beyond the nearest shell is about $0.27\,kT$ before and $0.59\,kT$ after the shift, as large as the linear lowering itself, and it would raise 17.9 by a further quarter to a third or so. As the charge densities fall, $L$ grows, both energy lowerings vanish, and the ideal factor is recovered.

Donors may also bind to vacancies. Suppose that donors occupy the same kind of site as the vacancies, and that a donor can sit on any of the 12 nearest such sites, with a rough binding energy $E_b=1.0$ eV. When donors are sparse, the chance that a given neighbour site holds one is $N_D/N_s$ without binding, and binding multiplies the weight by $e^{E_b/kT}$. Therefore

$$\frac{[\text{pairs}]}{[V_3]}=12\,\frac{N_D}{N_s}\,e^{E_b/kT},$$

which is 0.13 before the shift and 0.33 after. The isolated density still follows its own law at given $E_F$, but isolated vacancies and pairs together grow by $14.56\times1.334/1.127=17.2$ in the absence of screening. The donor densities of (c) were used here; counting the charge of the pairs in the neutrality condition raises the number to 17.3. This number depends strongly on the binding energy: if $E_b$ were 0.2 eV larger, both pair ratios would be six times as large at the same donor densities, and pairs would outnumber isolated vacancies after the shift. The value 1.0 eV is an assumption: point charges at the nearest-site distance of 0.32 nm would attract by 1.5 eV at this permittivity, in which case pairs would outnumber isolated vacancies about elevenfold even before the shift. A continuum permittivity is not reliable at that distance, so $E_b$ must come from an atomistic calculation.

### Relation to real growth

The parameters are round values in the rough regime of cation vacancies in a wide-gap nitride grown from metal-organic vapour near 1300 K. The acceptor levels are model values, and the total factor in (b) is close to 14.56 only because $\varepsilon_3$ lies several $kT$ below the Fermi level. If a real vacancy has deeper-charging levels nearer the conduction band, the triply negative state no longer dominates: with levels at 0.97, 1.63 and 2.10 eV it makes up 61 % of the vacancies before the shift, and the total grows by 11.2 for unit degeneracies and 7.6 for the six-state shell. At heavier doping, the larger charge densities would make the interaction correction larger. The absolute vacancy densities deserve little trust, since an error of 0.3 eV in $E_3$ changes them by the same factor of 14.6; the ratio does not suffer from this if the error is common to both cases. Real growth can break the assumption of one uniform Fermi level, because vacancies enter at a surface where the bands may be bent. If the local shift were 0.11 eV instead of 0.10 eV, the factor would be 19.0, an increase of 31 %. An error of 10 K in the temperature matters less: for the same shift of 0.10 eV, the factor is 14.9 at 1290 K and 14.3 at 1310 K. A finished device works near room temperature, where the formula would give $1.1\times10^5$. That number does not apply if the vacancies cease to move or form during cooling, for their total density then remains that of the temperature at which they froze in, although their charge states can still change as electrons redistribute.

## Variation 1: a degenerate electron gas

**Question.** Does the factor 14.6 survive when the electron gas is degenerate, and may one still use $[V_3]\propto n^3$?

**Solution.** The derivation in (a) used the Fermi level and not the Boltzmann form of $n$, so the first law survives. The second needs $n\propto e^{E_F/kT}$, which fails.

Take a closed box with 3000 equally spaced levels across 1 eV, each holding at most one electron. Since the density of levels $D$ is constant, integration of the Fermi function gives, with the upper edge ignored,

$$N=D\int_0^\infty\frac{dE}{1+e^{(E-E_F)/kT}}=D\,kT\ln\!\left(1+e^{E_F/kT}\right),$$

where $E_F$ is now measured from the lowest level. For $E_F\ll-kT$ this is exponential in $E_F$, but for $E_F\gg kT$ it tends to $D\,E_F$, which grows far more slowly.

Going from 400 to 633 electrons raises the Fermi level by 0.09999 eV, evaluated midway through the removal of three electrons. It lies about $0.8\,kT$ above the lowest level before the shift and $1.7\,kT$ after it, so the gas is moderately degenerate. Exact counting of the arrangements gives the change in $Z(N-3)/Z(N)$ as a factor of 14.535, against 14.552 from $e^{3\delta/kT}$ with this shift. The cube of the electron ratio is only $(633/400)^3=3.96$. The Fermi level, not the electron density, controls the vacancies.

## Variation 2: strong compensation

**Question.** In the ideal model, how does $n$ depend on $N_D$ when the vacancies compensate most of the donors, and where does this regime begin?

**Solution.** For a non-degenerate gas write $[V_3]=Kn^3$. Neglecting holes and the other charge states,

$$N_D=n+3Kn^3 .$$

Differentiate with respect to $n$ and multiply by $n/N_D$, then invert:

$$\frac{d\ln n}{d\ln N_D}=\frac{n+3Kn^3}{n+9Kn^3}=\frac{1+3Kn^2}{1+9Kn^2}.$$

At light doping, though still well above the intrinsic carrier density of about $3\times10^{14}$ cm$^{-3}$, the slope is 1 and every donor supplies an electron. At heavy doping it is $1/3$: then $n\propto N_D^{1/3}$ and $[V_3]\simeq N_D/3$. A tenfold increase in donors raises $n$ by only $10^{1/3}=2.15$.

The two terms are equal at $n_\ast=(3K)^{-1/2}$. The densities before the shift give

$$K=\frac{3.18\times10^{14}}{(6.11\times10^{16})^3}=1.39\times10^{-36}\ \text{cm}^6,
\qquad n_\ast=4.9\times10^{17}\ \text{cm}^{-3},$$

so $N_D=2n_\ast=9.8\times10^{17}$ cm$^{-3}$. There the slope is $1/2$.

This crossover is a number of the ideal model. At that point $\sum_i z_i^2c_i=n_\ast+2n_\ast+9(n_\ast/3)=6n_\ast$, about 23 times its value before the shift in the main problem. The screening length would be $21.0/\sqrt{23}\simeq4.4$ nm, comparable with the 4.28 nm at which the attraction equals $kT$. Linear screening then no longer gives a reliable correction, and the true onset of strong compensation requires a theory of interacting charges.

## Computed results

```
Temperature: 1300 K
Thermal energy kT: 0.11203 eV
Fermi-level shift: 0.10 eV
Exponent 3*shift/kT: 2.6780
Ideal factor for the 3- vacancy: 14.555
Factor for one electron, exp(shift/kT): 2.4416
Closed box: electrons 400 and 633
Closed box: Fermi-level shift 0.09999 eV
Closed box: counted factor 14.535
Closed box: exp(3*shift/kT) 14.552
Closed box: cube of electron ratio 3.963
Crowded lattice: 3- site fractions 0.0274, 0.2899
Crowded lattice: factor 10.599
Gap: 2.80 eV; relative permittivity: 9.0
Electron, hole masses: 0.2, 1.5 free masses
Vacancy sites: 4.40e+22 cm^-3
Neutral formation energy: 4.95 eV
Acceptor levels: 0.7, 1.2, 1.7 eV
Fermi level before, after: 2.15, 2.25 eV
3- formation energy before, after: 2.10, 1.80 eV
3- density before, after: 3.179e+14, 4.627e+15 cm^-3
2- density before, after: 5.724e+12, 3.413e+13 cm^-3
Conduction-band effective density: 2.025e+19 cm^-3
Electron density before, after: 6.109e+16, 1.489e+17 cm^-3
Hole density before, after: 1.92e+12, 7.87e+11 cm^-3
Electron ratio and its cube: 2.4379, 14.489
Donors needed before, after: 6.206e+16, 1.629e+17 cm^-3
Donor ratio: 2.625
Donor share taken by 3-: 1.54, 8.52 %
Factor for all charge states, g=1: 14.403
Same, sixfold-shell degeneracies: 13.717
Relative loss by site saturation: 9.9e-08
Boltzmann excess in n after shift: 0.26 %
Screening length, all charges: 21.0, 12.6 nm
3- energy lowering by screening: 0.0342, 0.0574 eV
Factor with electron screening only: 16.40
Factor with screening by all charges: 17.89
Distance where 3- attraction equals kT: 4.28 nm
Pair binding energy (rough): 1.0 eV; neighbours: 12
Pairs per isolated 3- before, after: 0.127, 0.334
Factor at 1290 K: 14.861
Factor at 1310 K: 14.261
Factor for a shift of 0.11 eV: 19.025
Formula at 300 K (not reached, frozen): 1.10e+05
```
